**Spurious roots of a two-band k·p model, tested against the full crystal**

At a gap energy E the model's secular equation is C x² − L x − u v = 0, with x = k², u = E − Ev, v = Ec − E, L = αu + βv and C = AB. Here α and β are the edge curvatures, and A and B are the diagonal k² coefficients; edges and masses fix L and uv but not C. The program asserts the determinant identity symbolically, compares the root formulas with a companion-matrix eigenproblem, and checks that the spurious root is real for C > 0 and imaginary for the tested cases with −αβ < C < 0. It integrates the Schrödinger equation of a cosine crystal over one period and asserts that the two-band decay constant agrees within 0.2 percent at five gap energies. At midgap the output shows a physical decay constant of 0.817 nm⁻¹ and a spurious real root at 22.5 nm⁻¹. With P² halved at fixed edges and masses, the physical value becomes 0.846 nm⁻¹, while the spurious root becomes imaginary with modulus 3.2 nm⁻¹. In bases of 2, 4, 6 and 8 plane waves, one unpaired real pair remains and moves outward from ±G to ±4G.

## Numerical check

```python
"""
Result under test: a two-band k.p model with quadratic diagonal terms,
    H(k) = [[Ec + A k^2, P k], [P k, Ev + B k^2]],
has at a gap energy E two roots x = k^2 of
    C x^2 - L x - u v = 0,  C = A B,  L = alpha u + beta v,
    u = E - Ev,  v = Ec - E.
alpha and beta are the edge curvatures: E = Ec + alpha k^2, E = Ev - beta k^2.
Only the root x ~ -u v / L belongs to the one-dimensional crystal; the root
x ~ L / C is spurious and depends on C, which edges and masses do not fix.
The crystal has potential 2 V cos(G z), G = 2 pi / d; k is measured from the
zone boundary. Units: eV and nm; t = hbar^2 / (2 m).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

t = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
d = 0.28
V = 0.70
G = 2 * np.pi / d


def plane_waves(M):
    """Wavevectors and zone-boundary Hamiltonian in 2M plane waves."""
    q = (np.arange(-M, M) + 0.5) * G
    H = np.diag(t * q**2) + V * (np.eye(2 * M, k=1) + np.eye(2 * M, k=-1))
    return q, H


def wavevector_roots(K2, K1, K0):
    """All k for which K2 k^2 + K1 k + K0 is singular."""
    n = len(K0)
    companion = np.block([[np.zeros((n, n)), np.eye(n)],
                          [-np.linalg.solve(K2, K0), -np.linalg.solve(K2, K1)]])
    return np.linalg.eigvals(companion)


def transfer_matrix(E):
    """Carry (psi, psi') across one period of the Schroedinger equation."""
    def rhs(z, y):
        w = (2 * V * np.cos(G * z) - E) / t
        return [y[1], w * y[0], y[3], w * y[2]]
    s = solve_ivp(rhs, (0, d), [1, 0, 0, 1], method="DOP853",
                  rtol=1e-11, atol=1e-12)
    y = s.y[:, -1]
    return np.array([[y[0], y[2]], [y[1], y[3]]])


def exact_kappa(E):
    half_trace = -np.trace(transfer_matrix(E)) / 2
    assert half_trace > 1
    return np.arccosh(half_trace) / d


# Two-band parameters from the zone-boundary states
q, H0 = plane_waves(8)
levels, states = np.linalg.eigh(H0)
Ev, Ec = levels[:2]
Eg = Ec - Ev
Emid = (Ec + Ev) / 2
W = states.T @ np.diag(2 * t * q) @ states
P = abs(W[0, 1])
assert abs(W[0, 0]) < 1e-8 and abs(W[1, 1]) < 1e-8
A = t + np.sum(W[1, 2:]**2 / (Ec - levels[2:]))
B = t + np.sum(W[0, 2:]**2 / (Ev - levels[2:]))
# A second-order mixing of the two bands through remote bands vanishes by parity
mixing = np.sum(W[0, 2:] * W[1, 2:] / (Emid - levels[2:]))
assert abs(mixing) < 1e-8
alpha = A + P**2 / Eg
beta = -B + P**2 / Eg

# Edge curvatures against finite differences of the full bands
h = 0.01
shifted = np.linalg.eigvalsh(H0 + np.diag(2 * t * q * h + t * h**2))
assert abs((shifted[1] - Ec) / h**2 / alpha - 1) < 2e-4
assert abs((Ev - shifted[0]) / h**2 / beta - 1) < 2e-4

# The determinant identity, symbolically
a_, b_, p_, u_, v_, x_ = sp.symbols("a b p u v x", positive=True)
A_ = a_ - p_**2 / (u_ + v_)
B_ = -b_ + p_**2 / (u_ + v_)
determinant = (v_ + A_ * x_) * (-u_ + B_ * x_) - p_**2 * x_
reduced = A_ * B_ * x_**2 - (a_ * u_ + b_ * v_) * x_ - u_ * v_
assert sp.simplify(determinant - reduced) == 0


def refit(fraction):
    """Scale P^2 while keeping band edges and edge curvatures."""
    P2 = fraction * P**2
    return alpha - P2 / Eg, -beta + P2 / Eg, np.sqrt(P2)


def model_x(E, fraction):
    """The two k^2 roots found by matrix diagonalization, small one first."""
    Af, Bf, Pf = refit(fraction)
    k = wavevector_roots(np.diag([Af, Bf]), np.array([[0, Pf], [Pf, 0]]),
                         np.diag([Ec - E, Ev - E]))
    x = np.sort_complex((k**2).astype(complex))
    pair = np.array([(x[0] + x[1]) / 2, (x[2] + x[3]) / 2])
    return pair[np.argsort(abs(pair))]


def formula_x(E, fraction):
    Af, Bf, _ = refit(fraction)
    u, v = E - Ev, Ec - E
    L, C = alpha * u + beta * v, Af * Bf
    R = np.sqrt(L**2 + 4 * C * u * v)
    return np.array([-2 * u * v / (L + R), (L + R) / (2 * C)])


energies = Ev + Eg * np.array([0.1, 0.3, 0.5, 0.7, 0.9])
for E in energies:
    for f in (0.5, 0.8, 0.9, 1.0):
        assert np.allclose(model_x(E, f), formula_x(E, f), rtol=1e-6)

# Character of the spurious root follows the sign of C
for f in np.arange(0.05, 1.96, 0.1):
    Af, Bf, _ = refit(f)
    assert Af * Bf > -alpha * beta
    for E in energies:
        x = model_x(E, f)
        assert np.all(abs(x.imag) < 1e-6 * abs(x))
        assert x[0].real < 0
        assert (x[1].real > 0) == (Af * Bf > 0)
# Beyond the stated bound a complex pair appears at a suitable energy
f_far = 2.3
Af, Bf, Pf = refit(f_far)
assert Af * Bf < -alpha * beta
E_pair = Ev + Eg * beta / (alpha + beta)
k_far = wavevector_roots(np.diag([Af, Bf]), np.array([[0, Pf], [Pf, 0]]),
                         np.diag([Ec - E_pair, Ev - E_pair]))
assert np.all(abs((k_far**2).imag) > 0.01 * abs(k_far**2))

# Exact count and exact decay constant from the differential equation
M_mid = transfer_matrix(Emid)
multipliers = np.linalg.eigvals(M_mid)
kappa = exact_kappa(Emid)
assert abs(np.linalg.det(M_mid) - 1) < 1e-8
assert np.allclose(np.sort(multipliers.real),
                   np.sort([-np.exp(kappa * d), -np.exp(-kappa * d)]), rtol=1e-7)
exact = np.array([exact_kappa(E) for E in energies])
two_band = np.array([np.sqrt(-model_x(E, 1.0)[0].real) for E in energies])
assert np.max(abs(two_band / exact - 1)) < 2e-3

# Cured model: B = 0 leaves one value of k^2
P_cured = np.sqrt(beta * Eg)
A_cured = alpha - beta
cured = []
for E in energies:
    u, v = E - Ev, Ec - E
    kap = np.sqrt(u * v / (alpha * u + beta * v))
    Hk = np.array([[v - A_cured * kap**2, 1j * P_cured * kap],
                   [1j * P_cured * kap, -u]])
    assert abs(np.linalg.det(Hk)) < 1e-10
    cured.append(kap)
cured = np.array(cured)
cured_error = np.max(abs(cured / exact - 1))
assert cured_error < 2e-3

# Spurious roots fail the exact Bloch condition
half_trace = -np.trace(M_mid) / 2
table = []
for f in (0.5, 0.8, 0.9, 1.0):
    x = model_x(Emid, f)
    ks = np.sqrt(x[1])
    bloch = np.cos(ks * d).real
    assert abs(bloch - half_trace) > 0.02
    table.append((f, np.sqrt(-x[0].real), ks, bloch))

# Larger plane-wave bases: images of one state plus two unpaired real roots
ghosts = []
for M in (1, 2, 3, 4):
    qM, HM = plane_waves(M)
    roots = wavevector_roots(t * np.eye(2 * M), np.diag(2 * t * qM),
                             HM - Emid * np.eye(2 * M))
    real = np.sort(roots[abs(roots.imag) < 1e-5].real)
    paired = roots[abs(roots.imag) >= 1e-5]
    assert len(real) == 2 and len(paired) == 4 * M - 2
    assert np.allclose(real / G, [-M, M], atol=0.01)
    image = paired.real / G
    assert np.max(abs(image - np.round(image))) < 0.01
    assert np.max(abs(abs(paired.imag) / kappa - 1)) < 0.02
    ghosts.append((M, real[1] / G))
central = paired[np.argmin(abs(paired.real))]
assert abs(abs(central.imag) - kappa) < 1e-6

# Interface with envelopes (1, 0) imposed: physical plus spurious wave
vmid = Ec - Emid
k_phys = 1j * np.sqrt(-model_x(Emid, 1.0)[0].real)
k_spur = np.sqrt(model_x(Emid, 1.0)[1].real)


def spinor(k):
    s = np.array([P * k, -(vmid + A * k**2)], dtype=complex)
    return s / np.linalg.norm(s)


def velocity(k):
    s = spinor(k)
    slope = np.array([[2 * A * k, P], [P, 2 * B * k]])
    return (s.conj() @ slope @ s).real


if velocity(k_spur) < 0:
    k_spur = -k_spur
assert velocity(k_spur) > 0
basis = np.column_stack([spinor(k_phys), spinor(k_spur)])
weights = np.linalg.solve(basis, np.array([1, 0]))


def envelope(z):
    return basis @ (weights * np.exp(1j * np.array([k_phys, k_spur]) * z))


step, z0 = 1e-4, 0.4
F0, Fp, Fm = envelope(z0), envelope(z0 + step), envelope(z0 - step)
first, second = (Fp - Fm) / (2 * step), (Fp - 2 * F0 + Fm) / step**2
residual = (np.array([Ec - Emid, Ev - Emid]) * F0 - np.array([A, B]) * second
            - 1j * P * first[::-1])
assert np.max(abs(residual)) < 1e-4
depth = 5.0
false_density = np.linalg.norm(envelope(depth))**2
true_decay = np.exp(-2 * kappa * depth)
assert false_density > 100 * true_decay

# Sizes of neglected effects, from rough inputs
split = 0.34
k_par = 0.5
heavy_mass = 0.35
doping_cm3, barrier, eps_r, temperature = 1e18, 0.8, 13.0, 300.0
u_mid = Emid - Ev
so_factor = np.sqrt((1 / u_mid) / (2 / (3 * u_mid) + 1 / (3 * (u_mid + split))))
par_factor = np.sqrt(1 + (k_par / kappa)**2)
kappa_heavy = np.sqrt(heavy_mass * u_mid / t)
field = np.sqrt(2 * const.e * doping_cm3 * 1e6 * barrier
                / (eps_r * const.epsilon_0))
width = 2 * barrier / field * 1e9
drop = field * 1e-9 / (2 * kappa)
kT = const.k * temperature / const.e
E_quarter = Ev + Eg / 4
k_quarter = exact_kappa(E_quarter)
field_change = exact_kappa(E_quarter + drop) / k_quarter - 1
heat_change = exact_kappa(E_quarter + kT) / k_quarter - 1

print(f"period d = {d:.2f} nm, potential V = {V:.2f} eV")
print(f"t = hbar^2/2m = {t:.5f} eV nm^2")
print(f"G = {G:.3f} 1/nm, zone half-width pi/d = {G/2:.3f} 1/nm")
print(f"Ev = {Ev:.4f} eV, Ec = {Ec:.4f} eV, gap = {Eg:.4f} eV")
print(f"midgap energy = {Emid:.4f} eV")
print(f"P = {P:.4f} eV nm, P^2/t = {P**2/t:.2f} eV")
print(f"A = {A:.5f} eV nm^2, B = {B:.5f} eV nm^2")
print(f"alpha = {alpha:.4f} eV nm^2, beta = {beta:.4f} eV nm^2")
print(f"edge masses: electron {t/alpha:.4f} m, hole {t/beta:.4f} m")
L_mid = alpha * u_mid + beta * vmid
print(f"midgap L = {L_mid:.4f} eV^2 nm^2, u v = {u_mid*vmid:.4f} eV^2")
print(f"midgap C = A B = {A*B:.6f} eV^2 nm^4")
print(f"exact -Tr M/2 at midgap = {half_trace:.5f}")
print(f"exact kappa at midgap = {kappa:.4f} 1/nm")
print(f"density decay length 1/(2 kappa) = {1/(2*kappa):.3f} nm")
print("gap fraction; kappa exact, two-band, cured (1/nm):")
for E, a, b, c in zip(energies, exact, two_band, cured):
    print(f"  {(E-Ev)/Eg:.1f}; {a:.4f}, {b:.4f}, {c:.4f}")
print(f"largest cured-model error = {100*cured_error:.3f} percent")
print(f"cured P = {P_cured:.4f} eV nm, A = {A_cured:.5f} eV nm^2, B = 0")
print("midgap, P^2 fraction; physical kappa; spurious k (1/nm); cos(k d):")
for f, kp, ks, bloch in table:
    kind = "real" if abs(ks.real) > abs(ks.imag) else "imaginary"
    print(f"  {f:.1f}; {kp:.4f}; {abs(ks):.3f} {kind}; {bloch:.5f}")
print(f"spurious root real for P^2 fraction {beta*Eg/P**2:.4f}"
      f" to {alpha*Eg/P**2:.4f}")
print("plane waves; unpaired real root in units of G:")
for M, g in ghosts:
    print(f"  {2*M}; {g:.5f}")
print(f"interface density from spurious wave = {abs(weights[1])**2:.4f}")
print(f"density at {depth:.0f} nm with both roots = {false_density:.4f}")
print(f"exp(-2 kappa z) at {depth:.0f} nm = {true_decay:.2e}")
print(f"rough spin-orbit splitting {split:.2f} eV:"
      f" kappa {100*(so_factor-1):+.1f} percent")
print(f"transverse k {k_par:.1f} 1/nm: kappa {100*(par_factor-1):+.1f} percent")
print(f"rough heavy-hole mass {heavy_mass:.2f} m:"
      f" genuine kappa = {kappa_heavy:.2f} 1/nm")
print(f"doping {doping_cm3:.0e} cm^-3, barrier {barrier:.1f} eV,"
      f" permittivity {eps_r:.0f}")
print(f"depletion field = {field/1e8:.3f} MV/cm, width = {width:.1f} nm")
print(f"drop over density decay length = {1000*drop:.1f} meV")
print(f"that shift at quarter gap: kappa {100*field_change:+.1f} percent")
print(f"kT at {temperature:.0f} K = {1000*kT:.1f} meV:"
      f" kappa {100*heat_change:+.1f} percent")
print("every check passed")
```

Output:

```
period d = 0.28 nm, potential V = 0.70 eV
t = hbar^2/2m = 0.03810 eV nm^2
G = 22.440 1/nm, zone half-width pi/d = 11.220 1/nm
Ev = 4.0838 eV, Ec = 5.4833 eV, gap = 1.3995 eV
midgap energy = 4.7835 eV
P = 0.8555 eV nm, P^2/t = 19.21 eV
A = 0.03807 eV nm^2, B = 0.03808 eV nm^2
alpha = 0.5611 eV nm^2, beta = 0.4849 eV nm^2
edge masses: electron 0.0679 m, hole 0.0786 m
midgap L = 0.7319 eV^2 nm^2, u v = 0.4897 eV^2
midgap C = A B = 0.001450 eV^2 nm^4
exact -Tr M/2 at midgap = 1.02631
exact kappa at midgap = 0.8174 1/nm
density decay length 1/(2 kappa) = 0.612 nm
gap fraction; kappa exact, two-band, cured (1/nm):
  0.1; 0.5056, 0.5056, 0.5057
  0.3; 0.7604, 0.7604, 0.7608
  0.5; 0.8174, 0.8174, 0.8179
  0.7; 0.7386, 0.7386, 0.7390
  0.9; 0.4770, 0.4770, 0.4771
largest cured-model error = 0.066 percent
cured P = 0.8238 eV nm, A = 0.07615 eV nm^2, B = 0
midgap, P^2 fraction; physical kappa; spurious k (1/nm); cos(k d):
  0.5; 0.8461; 3.197 imaginary; 1.42812
  0.8; 0.8215; 8.744 imaginary; 5.82696
  0.9; 0.8184; 23.851 imaginary; 397.42647
  1.0; 0.8174; 22.485 real; 0.99992
spurious root real for P^2 fraction 0.9272 to 1.0728
plane waves; unpaired real root in units of G:
  2; 1.00000
  4; 2.00000
  6; 3.00000
  8; 4.00000
interface density from spurious wave = 0.9624
density at 5 nm with both roots = 0.9600
exp(-2 kappa z) at 5 nm = 2.82e-04
rough spin-orbit splitting 0.34 eV: kappa +5.9 percent
transverse k 0.5 1/nm: kappa +17.2 percent
rough heavy-hole mass 0.35 m: genuine kappa = 2.54 1/nm
doping 1e+18 cm^-3, barrier 0.8 eV, permittivity 13
depletion field = 0.472 MV/cm, width = 33.9 nm
drop over density decay length = 28.9 meV
that shift at quarter gap: kappa +2.4 percent
kT at 300 K = 25.9 meV: kappa +2.2 percent
every check passed
```
